# Cyclotron resonance of ellipsoidal valleys and the L valleys of germanium

**Setting.** Near a conduction-band minimum at $\mathbf k_0$ the energy of an electron, measured from the minimum, is

$$E=\tfrac12\,\mathbf p\cdot M^{-1}\mathbf p,\qquad \mathbf p=\hbar(\mathbf k-\mathbf k_0),$$

where $M$ is a real, symmetric, positive mass tensor. The electron has charge $-e$ with $e>0$, and the uniform magnetic field is $\mathbf B=B\mathbf b$ with $|\mathbf b|=1$ and $B>0$. SI units are used. The valley is taken to be parabolic, field-induced coupling between valleys is neglected, and spin is omitted: in this model it would add a constant to each ladder of levels. The cyclotron mass $m_c$ is defined by $\omega_c=eB/m_c$, where $\omega_c$ is the angular frequency of the orbit.

## Part (a)

**Question.** Write the semiclassical equation of motion for $\mathbf p$, find two conserved quantities, and describe the orbit in $\mathbf p$ space.

**Answer.** The velocity is $\mathbf v=\partial E/\partial\mathbf p=M^{-1}\mathbf p$. The Lorentz force changes the crystal momentum, so

$$\frac{d\mathbf p}{dt}=-e\,\mathbf v\times\mathbf B=eB\,\mathbf b\times(M^{-1}\mathbf p).\tag{1}$$

The sign changed because the order of the factors in the cross product was reversed.

The right side is perpendicular to $\mathbf b$, so $p_b=\mathbf p\cdot\mathbf b$ is conserved. It is also perpendicular to $\mathbf v$, so $dE/dt=\mathbf v\cdot d\mathbf p/dt=0$. The orbit therefore lies on the intersection of a plane normal to the field with an ellipsoid of constant energy, which is an ellipse or, in the degenerate case, a point.

## Part (b)

**Question.** Find $m_c$ in terms of $M$ and $\mathbf b$. Does it depend on the energy or on $p_b$?

**Answer.** A change of variable turns the ellipsoid into a sphere. Let $S=M^{-1/2}$ be the symmetric positive square root of $M^{-1}$, and put $\mathbf u=S\mathbf p$. Then $E=\tfrac12|\mathbf u|^2$ and $M^{-1}\mathbf p=S\,S\,\mathbf p=S\mathbf u$. Multiplying (1) by $S$ gives

$$\frac{d\mathbf u}{dt}=eB\,S\big(\mathbf b\times S\mathbf u\big).\tag{2}$$

To simplify the right side, take its scalar product with an arbitrary vector $\mathbf z$. Since $S$ is symmetric and $\mathbf b=S(S^{-1}\mathbf b)$,

$$\mathbf z\cdot S(\mathbf b\times S\mathbf u)=(S\mathbf z)\cdot\big[S(S^{-1}\mathbf b)\times S\mathbf u\big]=\det S\;\mathbf z\cdot\big[(S^{-1}\mathbf b)\times\mathbf u\big].$$

The last step holds because a triple product is the determinant of the matrix formed by its three vectors, and applying $S$ to all three multiplies that determinant by $\det S$. As $\mathbf z$ is arbitrary, (2) becomes

$$\frac{d\mathbf u}{dt}=eB\,\mathbf c\times\mathbf u,\qquad \mathbf c=\det S\;S^{-1}\mathbf b.$$

This is a rigid rotation about $\mathbf c$ with angular frequency $eB|\mathbf c|$. Using $S^{-2}=M$ and $(\det S)^2=1/\det M$,

$$|\mathbf c|^2=(\det S)^2\,\mathbf b\cdot S^{-2}\mathbf b=\frac{\mathbf b\cdot M\mathbf b}{\det M}.$$

Comparison with $\omega_c=eB/m_c$ gives

$$\boxed{\,m_c=\sqrt{\frac{\det M}{\mathbf b\cdot M\mathbf b}}\,}\tag{3}$$

Neither $E$ nor $p_b$ appears, so all orbits of the valley have the same frequency. The degenerate case is $\mathbf u\parallel\mathbf c$, or $\mathbf p\parallel M\mathbf b$. Then $\mathbf v\parallel\mathbf b$, and the electron moves along the field without feeling a force.

Two limits fix the meaning of (3). For an isotropic mass $m$ it gives $\sqrt{m^3/m}=m$. For a field along principal axis 3 it gives $\sqrt{m_1m_2m_3/m_3}=\sqrt{m_1m_2}$: the mass along the field drops out because the orbital motion is transverse. In a nonparabolic band $M^{-1}$ is no longer constant, the equation of motion is no longer linear, and the frequency can depend on $E$ and $p_b$.

## Part (c)

**Question.** Show that the Landau levels of the valley have spacing $\hbar\omega_c$ with the same mass, and find the energy of motion along the field.

**Answer.** In the effective-mass approximation $\mathbf p$ is replaced by $\boldsymbol\Pi=-i\hbar\nabla+e\mathbf A$, acting on the envelope function. Choose axes with $\mathbf e_3=\mathbf b$, and a vector potential with $A_3=0$ that depends on $x_1$ and $x_2$ alone. Then

$$[\Pi_1,\Pi_2]=-i\hbar e(\partial_1A_2-\partial_2A_1)=-i\hbar eB,$$

while $\Pi_3=-i\hbar\partial_3$ commutes with both and can be replaced by its eigenvalue $p_b$.

Write $W=M^{-1}$. Let $W_\perp$ be its upper left $2\times2$ block, $\mathbf w=(W_{13},W_{23})$ and $\boldsymbol\Pi_\perp=(\Pi_1,\Pi_2)$. The Hamiltonian is

$$H=\tfrac12\boldsymbol\Pi_\perp\cdot W_\perp\boldsymbol\Pi_\perp+p_b\,\mathbf w\cdot\boldsymbol\Pi_\perp+\tfrac12W_{33}p_b^2.$$

With $\boldsymbol\Pi'=\boldsymbol\Pi_\perp+p_bW_\perp^{-1}\mathbf w$, completing the square gives

$$H=\tfrac12\boldsymbol\Pi'\cdot W_\perp\boldsymbol\Pi'+\tfrac12p_b^2\left(W_{33}-\mathbf w\cdot W_\perp^{-1}\mathbf w\right).$$

The shift is a number, so the commutator is unchanged. Block elimination gives $\det W=\det W_\perp\,(W_{33}-\mathbf w\cdot W_\perp^{-1}\mathbf w)$, and the cofactor formula for the inverse gives $M_{33}=\det W_\perp/\det W$. The last bracket is therefore $1/M_{33}=1/(\mathbf b\cdot M\mathbf b)$.

A rotation in the plane diagonalizes $W_\perp$, with eigenvalues $\alpha_1,\alpha_2$, and preserves the commutator. In the rotated axes define $X=-\Pi_1'/(eB)$ and $P=\Pi_2'$, so that $[X,P]=i\hbar$. The transverse part becomes

$$\tfrac12\alpha_2P^2+\tfrac12\alpha_1e^2B^2X^2,$$

an oscillator of mass $1/\alpha_2$ and frequency

$$eB\sqrt{\alpha_1\alpha_2}=eB\sqrt{\det W_\perp}=eB\sqrt{M_{33}\det W}=eB\sqrt{\frac{\mathbf b\cdot M\mathbf b}{\det M}}=\omega_c.$$

Hence

$$E_n(p_b)=\hbar\omega_c\left(n+\tfrac12\right)+\frac{p_b^2}{2\,\mathbf b\cdot M\mathbf b},\qquad n=0,1,2,\dots$$

The same square, read classically, gives the area of the orbit in $\mathbf p$ space: $A=2\pi\,[E-p_b^2/(2\mathbf b\cdot M\mathbf b)]/\sqrt{\det W_\perp}$. Since $1/\sqrt{\det W_\perp}=m_c$, it follows that $m_c=(1/2\pi)\,\partial A/\partial E$ at fixed $p_b$.

## Part (d)

**Question.** The conduction-band minima of germanium lie at the L points $(2\pi/a)(\pm\tfrac12,\pm\tfrac12,\pm\tfrac12)$, where $a$ is the cubic lattice constant. How many distinct valleys are there? Each has longitudinal mass $m_l$ along its $\langle111\rangle$ axis $\mathbf n$ and transverse mass $m_t$. Express $m_c$ through the angle $\theta$ between $\mathbf b$ and $\mathbf n$.

**Answer.** The reciprocal lattice vectors of the fcc lattice are $(2\pi/a)(h,k,l)$ with $h,k,l$ all even or all odd. Two different L points differ by a vector whose components, in units of $2\pi/a$, are $0$ or $\pm1$ and not all zero. Such a vector belongs to the reciprocal lattice if all three components are $\pm1$, which means that the points are opposite. If some components are zero and others are not, the parities are mixed and the points are inequivalent. The eight points thus form four pairs, and there are four valleys.

With $|\mathbf n|=1$ the mass tensor is $M=m_t\,\mathbb 1+(m_l-m_t)\,\mathbf n\mathbf n^{\mathsf T}$. Its eigenvalues are $m_l,m_t,m_t$, so $\det M=m_t^2m_l$, and

$$\mathbf b\cdot M\mathbf b=m_t+(m_l-m_t)\cos^2\theta=m_l\cos^2\theta+m_t\sin^2\theta.$$

Inserting both in (3) gives

$$\frac1{m_c^2}=\frac{m_l\cos^2\theta+m_t\sin^2\theta}{m_t^2m_l}=\frac{\cos^2\theta}{m_t^2}+\frac{\sin^2\theta}{m_tm_l}.\tag{4}$$

For $m_l>m_t$ the mass rises from $m_t$, with the field along the long axis, to $\sqrt{m_tm_l}$, with the field across it.

## Part (e)

**Question.** List the cyclotron masses and the number of valleys contributing to each for $\mathbf B$ along $[001]$, $[110]$ and $[111]$, with $m_l\neq m_t$.

**Answer.** The valley axes are $[111]$, $[\bar111]$, $[1\bar11]$ and $[11\bar1]$, each divided by $\sqrt3$. By (4), valleys with equal $\cos^2\theta$ share a resonance.

*Field along $[001]$.* Each axis has $\cos^2\theta=1/3$. Therefore

$$\frac1{m_c^2}=\frac1{3m_t^2}+\frac2{3m_tm_l}=\frac{m_l+2m_t}{3m_t^2m_l},\qquad m_c=m_t\sqrt{\frac{3m_l}{m_l+2m_t}},$$

with multiplicity 4.

*Field along $[110]$.* Here $\cos\theta=(n_1+n_2)/\sqrt2$. For $[111]$ and $[11\bar1]$ this is $2/\sqrt6$, so $\cos^2\theta=2/3$ and

$$\frac1{m_c^2}=\frac2{3m_t^2}+\frac1{3m_tm_l}=\frac{2m_l+m_t}{3m_t^2m_l},\qquad m_c=m_t\sqrt{\frac{3m_l}{2m_l+m_t}},$$

with multiplicity 2. For $[\bar111]$ and $[1\bar11]$, $\cos\theta=0$ and $m_c=\sqrt{m_tm_l}$, also with multiplicity 2.

*Field along $[111]$.* The valley along the field has $\cos^2\theta=1$ and $m_c=m_t$, with multiplicity 1. For the other three, $\cos\theta=(1+1-1)/3=1/3$, so $\cos^2\theta=1/9$ and

$$\frac1{m_c^2}=\frac1{9m_t^2}+\frac8{9m_tm_l}=\frac{m_l+8m_t}{9m_t^2m_l},\qquad m_c=3m_t\sqrt{\frac{m_l}{m_l+8m_t}},$$

with multiplicity 3.

The counts of valleys with $\cos\theta\neq0$ can be checked by summing $\cos^2\theta$ over the valleys. The four axes satisfy $\sum\mathbf n\mathbf n^{\mathsf T}=\tfrac43\mathbb 1$, so the sum must be $4/3$ for every field direction. It is $4\cdot\tfrac13$, then $2\cdot\tfrac23+0$, then $1+3\cdot\tfrac19$, as required. Valleys with $\cos\theta=0$ add nothing to the sum; for $[110]$ their number, 2, follows from the total of four.

## Part (f)

**Question.** A uniform microwave field $\boldsymbol\varepsilon\cos\omega t$, linearly polarized normal to $\mathbf B$, drives the electrons, and scattering adds $-\mathbf p/\tau$ to the equation of motion. Can a choice of polarization hide one of the resonances? Are the line heights proportional to the multiplicities?

**Answer.** The driving force is $-e\boldsymbol\varepsilon\cos\omega t$. In the variable $\mathbf u$,

$$\frac{d\mathbf u}{dt}=eB\,\mathbf c\times\mathbf u-\frac{\mathbf u}\tau-e\,\mathbf g\cos\omega t,\qquad\mathbf g=S\boldsymbol\varepsilon.$$

The drive is normal to the rotation axis, because $\mathbf c\parallel S^{-1}\mathbf b$ and $(S\boldsymbol\varepsilon)\cdot(S^{-1}\mathbf b)=\boldsymbol\varepsilon\cdot\mathbf b=0$. In the plane normal to $\mathbf c$, take axis 1 along $\mathbf g$ and axis 2 along $\mathbf c\times\mathbf g$, and let $\zeta=u_1+iu_2$. Then

$$\dot\zeta=\left(i\omega_c-\frac1\tau\right)\zeta-eg\cos\omega t,$$

and the steady solution is

$$\zeta=-\frac{eg}2\left[\frac{e^{i\omega t}}{1/\tau+i(\omega-\omega_c)}+\frac{e^{-i\omega t}}{1/\tau-i(\omega+\omega_c)}\right].$$

The power absorbed by one electron is $-e\,\boldsymbol\varepsilon\cdot\mathbf v\cos\omega t$. Since $\mathbf v=S\mathbf u$, this equals $-eg\,u_1\cos\omega t$. The time average of $e^{\pm i\omega t}\cos\omega t$ is $\tfrac12$, so the mean power is

$$\bar P=\frac{e^2\tau}4\,\boldsymbol\varepsilon\cdot M^{-1}\boldsymbol\varepsilon\left[\frac1{1+(\omega-\omega_c)^2\tau^2}+\frac1{1+(\omega+\omega_c)^2\tau^2}\right],$$

where $g^2=\boldsymbol\varepsilon\cdot S^2\boldsymbol\varepsilon=\boldsymbol\varepsilon\cdot M^{-1}\boldsymbol\varepsilon$. For $\omega\tau\gg1$ the height at $\omega=\omega_c$ tends to $(e^2\tau/4)\,\boldsymbol\varepsilon\cdot M^{-1}\boldsymbol\varepsilon$. This is positive because $M^{-1}$ is positive, so no transverse linear polarization removes a valley from the spectrum. The lines are well separated if their spacing is much larger than their width.

For valleys with equal populations and equal $\tau$, the height of a well-separated line is proportional to the sum of $\boldsymbol\varepsilon\cdot M^{-1}\boldsymbol\varepsilon$ over its valleys. That sum is in general not proportional to the multiplicity, and it can depend on the polarization. For a unit vector $\hat{\boldsymbol\varepsilon}$ along $\boldsymbol\varepsilon$, each valley contributes $1/m_t-(1/m_t-1/m_l)(\hat{\boldsymbol\varepsilon}\cdot\mathbf n)^2$, and by part (e) the sum of $(\hat{\boldsymbol\varepsilon}\cdot\mathbf n)^2$ over all four valleys is $4/3$. For $\mathbf B\parallel[001]$ the single line is therefore independent of the polarization. For $\mathbf B\parallel[111]$ the aligned valley has $\hat{\boldsymbol\varepsilon}\cdot\mathbf n=0$ and the other three sum to $4/3$ for every transverse $\hat{\boldsymbol\varepsilon}$, so both heights are independent of it. For $\mathbf B\parallel[110]$ the heights do depend on it: the pair $[111]$, $[11\bar1]$ has $\sum(\hat{\boldsymbol\varepsilon}\cdot\mathbf n)^2=2/3$ for $\boldsymbol\varepsilon\parallel[001]$ and $0$ for $\boldsymbol\varepsilon\parallel[1\bar10]$. The result assumes that the field acting on the electrons is the applied one. At high electron density the polarization of the carriers alters that field and can shift the lines.

## Part (g)

**Question.** Take the round values $m_l=1.6\,m_0$ and $m_t=0.08\,m_0$, which represent the strong elongation of the germanium valleys ($m_0$ is the free-electron mass). Find the resonance fields at 24 GHz. For $\mathbf B\parallel[111]$ and $\boldsymbol\varepsilon\parallel[1\bar10]$, find the ratio of the two line heights.

**Answer.** At fixed frequency $f$ the resonance condition is $B=2\pi f m_c/e$. For $m_c=m_0$ this is 857.4 mT, so $B=857.4\ \text{mT}\times m_c/m_0$. The masses, in units of $m_0$, are

- $[001]$: $0.08\sqrt{4.8/1.76}=0.132$
- $[110]$: $0.08\sqrt{4.8/3.28}=0.0968$ and $\sqrt{0.08\times1.6}=0.358$
- $[111]$: $0.08$ and $0.24\sqrt{1.6/2.24}=0.203$

The resonances are then

| Field | $m_c/m_0$ | Valleys | $B$ (mT) |
|---|---|---|---|
| $[001]$ | 0.132 | 4 | 113 |
| $[110]$ | 0.0968 | 2 | 83.0 |
| $[110]$ | 0.358 | 2 | 307 |
| $[111]$ | 0.0800 | 1 | 68.6 |
| $[111]$ | 0.203 | 3 | 174 |

The digits belong to the round masses. With $m_l=1.58\,m_0$ and $m_t=0.082\,m_0$, closer to measured values, the fields rise by 0.6 to 2.5 %.

For the heights, let $\hat{\boldsymbol\varepsilon}$ be the unit vector along $\boldsymbol\varepsilon$. In units of $1/m_0$,

$$\hat{\boldsymbol\varepsilon}\cdot M^{-1}\hat{\boldsymbol\varepsilon}=\frac{1-(\hat{\boldsymbol\varepsilon}\cdot\mathbf n)^2}{0.08}+\frac{(\hat{\boldsymbol\varepsilon}\cdot\mathbf n)^2}{1.6}.$$

The $[111]$ valley has $\hat{\boldsymbol\varepsilon}\cdot\mathbf n=0$ and contributes $12.50$. Of the other three, $[11\bar1]$ also has $\hat{\boldsymbol\varepsilon}\cdot\mathbf n=0$ and contributes $12.50$, while $[\bar111]$ and $[1\bar11]$ have $(\hat{\boldsymbol\varepsilon}\cdot\mathbf n)^2=2/3$ and contribute $12.50/3+0.625\times2/3=4.58$ each. Their sum is $21.67$. For equal populations, equal $\tau$ and $\omega\tau\gg1$, the threefold line is thus higher than the single one by a factor $21.67/12.50=1.73$, not 3. This is a limiting value. At finite $\omega\tau$ the tails of the lines and the non-resonant terms lower the ratio of the peaks, to 1.71 at $\omega\tau=20$, 1.65 at $10$ and 1.46 at $5$. Equal populations are also an approximation: if the valleys are in thermal equilibrium with one another, their different zero-point energies $\tfrac12\hbar\omega_c$ raise the limiting ratio to about 1.74 at 4.2 K and 1.8 at 1.5 K.

The numerical check times integrated orbits, differentiates section areas and diagonalizes the Landau Hamiltonian for all twelve combinations of valley and field direction. Each route agrees with (3), or with the levels of part (c), to a relative deviation below $10^{-6}$. A separate absorption scan at $\omega\tau=200$, with one polarization for each field direction, confirms the number, positions and heights of the lines.

## Computed values

```
longitudinal mass m_l = 1.60 m0
transverse mass m_t = 0.08 m0
mass ratio m_l/m_t = 20.0
number of distinct L valleys = 4
microwave frequency = 24.0 GHz
omega tau in absorption scan = 200
resonance field for mass m0 = 857.37 mT
field along [001]: 1 line(s), microwave polarization [100]
  cos^2 = 0.3333, m_c = 0.1321 m0, multiplicity 4
    resonance field = 113.27 mT, scan peak = 113.28 mT
    peak height: scan 34.17, formula 34.17 (units e^2 tau E0^2/(4 m0))
field along [110]: 2 line(s), microwave polarization [001]
  cos^2 = 0.6667, m_c = 0.0968 m0, multiplicity 2
    resonance field = 82.97 mT, scan peak = 82.98 mT
    peak height: scan 17.08, formula 17.08 (units e^2 tau E0^2/(4 m0))
  cos^2 = 0.0000, m_c = 0.3578 m0, multiplicity 2
    resonance field = 306.74 mT, scan peak = 306.75 mT
    peak height: scan 17.08, formula 17.08 (units e^2 tau E0^2/(4 m0))
field along [111]: 2 line(s), microwave polarization [1-10]
  cos^2 = 1.0000, m_c = 0.0800 m0, multiplicity 1
    resonance field = 68.59 mT, scan peak = 68.59 mT
    peak height: scan 12.50, formula 12.50 (units e^2 tau E0^2/(4 m0))
  cos^2 = 0.1111, m_c = 0.2028 m0, multiplicity 3
    resonance field = 173.91 mT, scan peak = 173.91 mT
    peak height: scan 21.67, formula 21.67 (units e^2 tau E0^2/(4 m0))
largest relative deviation from the formula is below 1e-6 for:
  orbit, area, Landau (all 12 valley-field pairs)
```
